# Rejection-free kinetic Monte Carlo for dissociative oxygen adsorption with detailed balance

## What fails without matched rates

Let oxygen molecules dissociate on a square lattice of metal sites. The atoms hop, repel their neighbours and leave again in pairs. Suppose the repulsion speeds up the hops, but every pair desorbs at the rate of an isolated pair, whatever its neighbours. On a 3×4 periodic lattice at 700 K and $10^{-6}$ Torr, with the energies used below, the stationary coverage is then 0.381 if an isolated atom hops to each neighbouring site at 0.001 s⁻¹, and 0.402 if it does so at 10 s⁻¹. Pressure, temperature and energies are the same in both cases, so an equilibrium coverage cannot differ between them. With matched rates the coverage is 0.273, whatever the hop rate.

Two further errors are possible with matched rates. Atoms arrive and leave in pairs, so an even number stays even. Without hops, a second quantity is conserved as well if the lattice can be coloured like a chessboard. A simulation can then be correct and still disagree with the usual equilibrium formula.

## Four sites by hand

Number the sites of a ring 1, 2, 3, 4. Each occupied neighbour pair costs an energy $w>0$; write $u=w/kT$. Let $z$ be the statistical weight of one isolated adsorbed atom, derived below. Starting from the clean ring, the possible states are:

- empty: one state, weight $1$;
- two adjacent atoms: four states, weight $z^2e^{-u}$ each;
- two opposite atoms: two states, weight $z^2$ each;
- full: one state, weight $z^4e^{-4u}$.

Detailed balance demands that the flow from one state to another equal the reverse flow. Let an empty pair fill at rate $k$, and let a pair with $m$ other occupied neighbours desorb at rate $d_m$. For empty ⇄ adjacent, and then adjacent ⇄ full,

$$k=z^2e^{-u}d_0\;\Rightarrow\; d_0=\frac{k}{z^2}e^{u},\qquad
z^2e^{-u}k=z^4e^{-4u}d_2\;\Rightarrow\; d_2=\frac{k}{z^2}e^{3u}.$$

A hop from $\{1,2\}$ to $\{1,3\}$ starts beside an atom; the reverse hop starts with no neighbour. Their rates $h_1,h_0$ must satisfy $z^2e^{-u}h_1=z^2h_0$, so $h_1=h_0e^{u}$.

Now take one simulation step from $\{1,2\}$. Bond 12 can desorb, bond 34 can adsorb, and bonds 23 and 41 can each carry a hop. Every bond has one event. With the example's rates $d_0=0.0534$, $k=0.0184$, $h_0=0.1$ s⁻¹ and $u=1.326$, the total is

$$R=0.0534+0.0184+2(0.1)e^{1.326}\approx0.825\ \text{s}^{-1}.$$

The mean wait is $1/R\approx1.2$ s. The next event is desorption with probability $0.0534/0.825\approx0.06$, adsorption with probability 0.02, and a hop otherwise. No trial move is rejected.

The ring also shows why hops matter. In $\{1,3\}$ every bond joins an atom to a vacancy. If hops are forbidden, this state can be neither entered nor left.

## Weights set by the gas

On a lattice with $N$ sites, let configuration $n$ have $n_a$ atoms and $P$ occupied neighbour pairs, with energy

$$E(n)=-E_bn_a+wP.$$

$E_b$ is the binding energy per atom relative to half an O₂ molecule, both taken at their zero-point levels. The gas is ideal, with molecular mass $M$. One molecule in volume $V$ has partition function $Vq_{\rm int}/\Lambda^3$, where $\Lambda=2\pi\hbar/\sqrt{2\pi MkT}$. For $N_g$ molecules, $\mu_{O_2}=-kT\ln[Vq_{\rm int}/(N_g\Lambda^3)]$. Inserting $N_g/V=p/kT$ gives

$$\mu_{O_2}=kT\ln\frac{p}{p_Q},\qquad p_Q=\frac{kT\,q_{\rm int}}{\Lambda^3},\qquad
q_{\rm int}=3\,\frac{kT}{2B}\,\frac{1}{1-e^{-\hbar\omega/kT}}.$$

The 3 counts the electronic spin states. The 2 appears because the nuclei are identical and spinless: together with the symmetry of the electronic ground state of O₂, this leaves only odd rotational levels. The rotational constant is $B=\hbar^2/2I$, with $I=Mr^2/4$ for bond length $r$. At 700 K the classical factor $kT/2B$ is 169.0 and the explicit level sum is 169.2. The entropy from this $\mu_{O_2}$ at 298 K and 1 bar is 205 J/(mol K), in agreement with the measured value of 205.

Equilibrium of O₂ ⇄ 2O requires $\mu_O=\mu_{O_2}/2$. Each adatom has three harmonic modes of quantum $\epsilon$, which give a factor $q_{ad}=(1-e^{-\epsilon/kT})^{-3}$. Summing $e^{-(E-\mu_On_a)/kT}$ over vibrational levels leaves

$$W(n)=z^{n_a}e^{-uP},\qquad z=q_{ad}\,e^{(E_b+\mu_O)/kT}.$$

## The pair rates in general

The gas strikes unit area at rate $p/\sqrt{2\pi MkT}$. Let $A$ be the area per site and $S_0$ the probability that a molecule striking the clean surface sticks. The $N$ sites own $2N$ bonds, so $2Nk_{ads}=S_0NAp/\sqrt{2\pi MkT}$ and

$$k_{ads}=\frac{S_0\,p\,A}{2\sqrt{2\pi MkT}}.$$

I take this rate to be the same for every empty pair: adsorption is unactivated and insensitive to nearby atoms.

Filling a pair with $m$ other occupied neighbours adds two atoms and $1+m$ occupied bonds. The weight therefore changes by the factor $z^2e^{-(1+m)u}$, and detailed balance gives

$$k_{des}(m)=\frac{k_{ads}}{z^2}e^{(1+m)u}.$$

Since $z^2=q_{ad}^2e^{2E_b/kT}p/p_Q$, the pressure cancels:

$$k_{des}(m)=\frac{S_0Ap_Q}{2\sqrt{2\pi MkT}\,q_{ad}^2}
\exp\!\left[-\frac{2E_b-(1+m)w}{kT}\right].$$

This is physically necessary here: a pair about to leave does not know the gas pressure.

A hop from a site with $m$ occupied neighbours to one with $m'$, not counting the hopping atom, changes $P$ by $m'-m$. The choice

$$k_{hop}(m)=h\,e^{mu}$$

has forward-to-backward ratio $e^{(m-m')u}=W(n')/W(n)$, as required. It describes a barrier top whose energy the neighbours do not shift. Multiplying a forward rate and its reverse by the same positive factor preserves the ratio, so other barrier models are allowed. They change the kinetics but not $W$.

The probabilities obey

$$\dot P_n=\sum_{n'}\left[P_{n'}k(n'\to n)-P_nk(n\to n')\right].$$

For $P_n\propto W(n)$ each bracket vanishes, so $W$ is stationary. Whether it is the only stationary law depends on which states can be reached.

## Which states can be reached

On a connected lattice, hops join all configurations with the same number of atoms. To see this, choose a path from an occupied site to an empty one. Move the last atom on the path into the empty end, then the atom before it into the place just vacated, and so on. The net effect is to transfer one atom from the first site to the last. Hops can therefore bring two atoms together, and pair events then change the number by two. This leaves two closed classes, even and odd.

Without hops, colour the sites like a chessboard, which needs even side lengths on a periodic lattice. Every pair event changes the atom numbers $N_A$ and $N_B$ on the two colours equally, so $N_A-N_B$ is conserved. There is no further invariant. Exchange the words "atom" and "vacancy" on colour B: an empty pair becomes (0,1) and a filled pair becomes (1,0). Pair events are now hops of the relabelled particles, whose number is $N_A+N/2-N_B$. By the path argument, each of its $N+1$ values gives one closed class. An explicit count on the 4×4 lattice finds 17 classes without hops and 2 with them.

To keep only even or odd states, insert $[1\pm(-1)^{n_a}]/2$ in the sum over states. With $Z(z)=\sum_nW(n)$ this gives

$$Z_\pm=\tfrac12[Z(z)\pm Z(-z)],\qquad \theta_\pm=\frac{z}{N}\frac{d\ln Z_\pm}{dz}.$$

For $w=0$ the sites are independent and $Z(z)=(1+z)^N$. The derivative of $(1-z)^N$ brings a minus sign, so

$$\theta_\pm=z\,\frac{(1+z)^{N-1}\mp(1-z)^{N-1}}{(1+z)^N\pm(1-z)^N}.$$

For fixed $z>0$ and large $N$, the terms in $1-z$ vanish relative to those in $1+z$. The result is the dissociative Langmuir law $\theta=z/(1+z)$, with $z\propto\sqrt p$. For fixed $N$ and $z\to0$, instead, $\theta_+\approx(N-1)z^2$ and $\theta_-\to1/N$: the odd surface cannot lose its last atom. For small $z$ the relative size of the parity term is about $e^{-2Nz}$, so at low coverage parity matters unless $2Nz\gg1$. For large $z$ the term is about $e^{-2N/z}$, and parity returns near full coverage: with $N=16$ and $z=30$, $\theta_+=0.985$ and $\theta_-=0.933$. Both estimates are for $w=0$; strong repulsion can keep parity visible on a small lattice even when $2Nz\gg1$.

At $10^{-9}$ Torr on 4×4 sites, $z=0.036$ and $2Nz\approx1.2$. With repulsion, the exact coverages are 0.0141 (even), 0.0653 (odd) and 0.0317 (unrestricted). A simulation from the clean surface gives $0.0143\pm0.0006$. It agrees with the even value and excludes the unrestricted one.

## The algorithm

Every bond is in one of twelve classes: adsorption; desorption with $m=0,\dots,6$; or a hop with $m=0,\dots,3$. Class $c$ has rate $r_c$ and a list of $M_c$ bonds. Store each site's occupation and number of occupied neighbours, and each bond's class and position in its list. Then repeat:

1. Compute $R=\sum_cr_cM_c$.
2. Draw $v$ uniformly from $(0,1]$ and advance the clock by $-\ln v/R$.
3. Choose a class with probability $r_cM_c/R$, then one of its bonds uniformly.
4. Flip the occupation of both ends. This one operation performs adsorption, desorption or a hop.
5. Update the neighbour counts and reclassify the affected bonds. To remove a bond from a list, move the last entry into its place.

Step 2 is right because the chance that nothing has happened by time $t$ is $e^{-Rt}$; setting it equal to $v$ gives the formula. Step 3 selects each bond with probability $(r_cM_c/R)(1/M_c)=r_c/R$, as it should.

The affected bonds are those touching the flipped sites or their neighbours. On a lattice with sides of at least five, these are eight sites with 32 bond ends. Nine bonds have both ends among the eight and would be counted twice, so 23 bonds need checking. The cost of a step does not grow with $N$.

For a stationary average, each visited state $j$ counts with its mean duration:

$$\theta=\frac{\sum_jn_{a,j}/R_j}{N\sum_j1/R_j}.$$

An unweighted average would count visits rather than time. The errors quoted for stationary runs come from the scatter of 20 consecutive blocks, after dropping the first tenth of the run.

## A surface at 700 K

Take a site spacing of 0.28 nm, $E_b=1.25$ eV, $w=0.08$ eV, $S_0=0.2$ and $\epsilon=0.05$ eV. At $10^{-6}$ Torr, or $1.33\times10^{-4}$ Pa, with $kT=0.0603$ eV and $p_Q=3.20\times10^{15}$ Pa,

$$\mu_O=\frac{0.0603}{2}\ln\frac{1.33\times10^{-4}}{3.20\times10^{15}}\approx-1.35\ \text{eV},\qquad z=1.139.$$

With $k_{ads}=0.0184$ s⁻¹, an isolated pair desorbs at

$$k_{des}(0)=\frac{0.0184}{1.139^2}e^{1.326}\approx0.053\ \text{s}^{-1}.$$

Each further neighbour multiplies this by $e^{1.326}\approx3.8$, up to 153 s⁻¹ for $m=6$. The blind rule of the opening discards this range.

An exact reference for an $L\times L$ torus comes from adding one row at a time. For rows $s,s'$ let

$$T(s,s')=z^{n(s)}e^{-u[b(s)+s\cdot s']},$$

where $n$ counts atoms in a row, $b$ occupied pairs within it, and $s\cdot s'$ pairs between rows. Multiplying around the torus collects every site and bond once, so $Z(z)=\mathrm{Tr}\,T^L$. Using $z$ and $-z$ selects the even states. For 10×10 sites and 70,000 events per pressure:

| $p$ (Torr) | simulated $\theta$ | exact $\theta$ | $w=0$ |
|---|---|---|---|
| $10^{-7}$ | 0.167 ± 0.002 | 0.167 | 0.265 |
| $10^{-6}$ | 0.274 ± 0.001 | 0.276 | 0.533 |
| $10^{-5}$ | 0.386 ± 0.001 | 0.385 | 0.783 |

Repulsion roughly halves the coverage at the two higher pressures. At $10^{-6}$ Torr, going from $L=8$ to $L=10$ changes the exact value by only $2\times10^{-5}$.

The clock can be tested through the adsorption frequency per site, $2k_{ads}P_{00}$. Averaging $(1-n_i)(1-n_j)$ over a bond gives $P_{00}=1-2\theta+P_{11}$, with $P_{11}$ the probability of an occupied pair. At the two higher pressures the simulated frequency agrees within about 1.2 standard errors. At $10^{-7}$ Torr it is 6% low, or 3.0 standard errors. Only 4.6% of events there are pair events, so the sample is small. The deviation lies within the test limit of 4.5 standard errors, but this run cannot distinguish chance from an underestimated error.

Turning hops off on the 4×4 lattice at $10^{-6}$ Torr lowers the exact coverage from 0.278 to 0.247, the value for $N_A=N_B$. The simulation gives $0.2460\pm0.0005$, close to 0.2474 and far from 0.278. The block error is too small here: the exact standard error for a run of this length, obtained from the rate equations, is 0.0007, so the deviation is about 2 standard errors. The difference made by hops shrinks on larger lattices: on 8×8 sites the exact coverages are 0.276 with hops and 0.269 without.

## How slow may the hops be?

With a rough barrier of 0.6 eV and an attempt rate of $10^{13}$ s⁻¹ in each direction, an isolated atom hops to each of its four neighbouring sites at a rate $h=4.8\times10^8$ s⁻¹. Rejection-free sampling does not remove this burden: nearly all events would be hops. I used $h=0.1$ s⁻¹ instead. This leaves $W$ unchanged, but not the uptake.

Define the uptake time $\tau=\int_0^\infty[\theta_\infty-\theta(t)]dt/\theta_\infty$. Write the rate equations as $\dot P=GP$, with stationary vector $\pi$, and let $X=\int_0^\infty(P-\pi)dt$. Because $G\pi=0$, integration gives

$$GX=\pi-P(0),\qquad \sum_nX_n=0,\qquad \tau=-\frac{\sum_nn_aX_n}{\sum_nn_a\pi_n}.$$

When hops are very fast, the atoms equilibrate at fixed $n_a$ between pair events. Only $n_a$ then needs following, with pair rates averaged over $W$ at that $n_a$. On the 3×4 lattice this limit gives $\tau=3.10$ s, and the full equations with hops $10^4$ times faster agree. The slowed hops give 3.30 s, 6.5% above the limit. That figure belongs to this lattice and pressure and should be recomputed for others.

The simulated transient can be tested by stopping each run at a random time, exponentially distributed with mean $t_0$. Integrating $\bar P=t_0^{-1}\int_0^\infty e^{-t/t_0}P\,dt$ by parts gives $\bar P=P(0)+t_0G\bar P$, a linear equation. For $t_0=3$ s it predicts a mean coverage of 0.127; 5000 runs give $0.128\pm0.002$.

## Beside a real surface

The parameters are illustrative values for a square metal face under vacuum dosing; they describe no particular metal. The repulsion in particular may be much stronger on a real face. Raising $w$ to 0.3 eV lowers the 4×4 coverage at $10^{-6}$ Torr from 0.278 to 0.254, and adding a second-neighbour repulsion of 0.1 eV lowers it further to 0.155. These 4×4 values are for the even class and carry size effects: the odd class gives 0.168 in place of 0.155. On 8×8 sites the three coverages are 0.276, 0.239 and 0.153; on 10×10 sites the middle one drops by a further 0.0005 to 0.238. The coverage is sensitive to binding: changing $E_b$ by −0.05 or +0.05 eV moves it from 0.28 to 0.20 or 0.36 at $10^{-6}$ Torr. Real adatoms also interact beyond nearest neighbours. A second-neighbour repulsion of 0.02 eV lowers the 4×4 coverage by 0.04. The digits quoted for the coverage therefore test the algorithm, not a metal.

At half coverage the model orders into a chessboard below $T_c$. Setting $n_i=(1+\sigma_i)/2$ turns it into an Ising model with coupling $w/4$, whose critical condition $\sinh(w/2kT_c)=1$ gives $w/kT_c=2\ln(1+\sqrt2)=1.763$ and $T_c=527$ K. Transfer matrices for strips of width 4 and 6 give 1.748. The example is above this temperature and well below half coverage. Near $T_c$ at half coverage, correlations extend over many sites, so longer runs and larger lattices are needed.

The model describes the chemisorbed layer that precedes an oxide, on a rigid lattice. Surface reconstruction and subsurface oxygen are absent, and their effect is not estimated here. At 700 K and $10^{-6}$ Torr, $\mu_O=-1.35$ eV relative to half an O₂ molecule at its zero-point level. An oxide whose free energy per O atom lies less than 1.35 eV below that of the metal plus this same reference therefore cannot form in equilibrium. If a more stable oxide exists, the calculated coverage describes at best a metastable layer. The full numerical output follows.

## Table of computed values

```
temperature = 700 K, kT = 0.06032 eV
binding = 1.25 eV/atom, repulsion w = 0.08 eV, w/kT = 1.3262
site spacing = 0.28 nm, sticking S0 = 0.2
adatom quantum = 0.05 eV, O2 quantum = 0.2 eV, O2 bond = 0.121 nm
O2 rotor sum = 169.176, classical = 169.010
O2 entropy at 298.15 K, 1 bar = 205.1 J/(mol K)
p_Q = 3.2034e+15 Pa
main pressure = 1e-06 Torr = 1.3332e-04 Pa
mu_O = -1.3459 eV, activity z = 1.1393
k_ads = 1.8401e-02 1/s per empty pair
k_des m=0: 5.3400e-02, m=3: 2.8541e+00, m=6: 1.5254e+02 1/s
desorption prefactor = 1.415e+16 1/s
hop m=0: 1.0000e-01, m=3: 5.3447e+00 1/s (slowed)
closed classes on 4x4: with hops 2, without 17
4x4 at 1e-09 Torr, z = 0.03603: even = 0.01407, odd = 0.06531, unrestricted = 0.03168
   KMC from clean = 0.01429 +- 0.00061; even with w=0 = 0.01747
4x4 at main pressure: even = 0.2783, equal sublattices = 0.2474
   KMC without hops = 0.2460 +- 0.0005
3x4 master equation: largest deviation from Boltzmann = 6.0e-16; coverage = 0.27311
3x4 blind desorption: coverage = 0.3813 at hop x0.01, 0.4023 at hop x100
3x4 uptake time: slowed hop = 3.3018 s, hop x1e4 = 3.1013 s, fast limit = 3.1013 s
   error of uptake time from slowed hop = 6.46 %
3x4 coverage at random stop, mean 3.0 s: KMC = 0.1279 +- 0.0018, exact = 0.1270
10x10 lattice, 70000 events per pressure, first tenth dropped:
p=1e-07 Torr: z=0.3603, KMC coverage=0.1672 +- 0.0016, exact=0.1667, w=0 law=0.2649
   adsorptions per site: KMC=2.342e-03 +- 4.8e-05, exact=2.488e-03 1/s; hop share=0.954
p=1e-06 Torr: z=1.1393, KMC coverage=0.2736 +- 0.0014, exact=0.2756, w=0 law=0.5326
   adsorptions per site: KMC=1.781e-02 +- 1.9e-04, exact=1.762e-02 1/s; hop share=0.859
p=1e-05 Torr: z=3.6028, KMC coverage=0.3856 +- 0.0007, exact=0.3853, w=0 law=0.7827
   adsorptions per site: KMC=1.085e-01 +- 9.0e-04, exact=1.096e-01 1/s; hop share=0.664
size convergence at main pressure: L=4 0.278283, L=8 0.275576, L=10 0.275554
   shift L=8 to 10 = -2.1e-05
ordering at half coverage: w/kT = 1.7627, strips give 1.7484; T = 527 K
second-neighbour repulsion 0.02 eV: 4x4 coverage shift = -0.0394
binding -0.05 / +0.05 eV: coverage = 0.1959 / 0.3557
real hop rate (barrier 0.6 eV, attempt 1e+13 1/s) = 4.79e+08 1/s, real/slowed = 4.8e+09
oxides bound by less than 1.35 eV per O (free energy) cannot form at the main pressure
```
